# Why Velocity Verlet Recovers Its Energy After a Head-On Collision: test program

```python
"""
Result under test: velocity Verlet conserves a shadow Hamiltonian
    H_shadow = H + h^2 * (V'' v^2 / 12 - F^2 / (24 mu)) + O(h^4),
so the true energy H is wrong by O(h^2) during a smooth head-on collision
and is restored, up to an exponentially small remainder, in free flight.
Symbols: h time step, V pair potential, F = -V' force, V'' curvature,
v relative velocity, mu reduced mass, E relative energy.
Units of the nickel example: eV, nm, fs; mass in eV fs^2/nm^2.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


# ---- Shadow Hamiltonian: Lie series of its flow against the Verlet map ----
def check_shadow_symbolically():
    x, p, m, h = sp.symbols("x p m h", positive=True)
    V = sp.Function("V")(x)
    d = [V.diff(x, k) for k in range(1, 6)]
    shadow = (p**2 / (2*m) + V
              + h**2 * (d[1]*p**2/(12*m**2) - d[0]**2/(24*m)))

    def truncate(expr):
        expr = sp.expand(expr)
        return sum(expr.coeff(h, k) * h**k for k in range(5))

    def flow(start):
        term, total = start, start
        for k in range(1, 5):
            bracket = (sp.diff(term, x)*sp.diff(shadow, p)
                       - sp.diff(term, p)*sp.diff(shadow, x))
            term = truncate(bracket * h / k)
            total += term
        return total

    move = h*p/m - h**2*d[0]/(2*m)
    new_slope = sum(d[k]*move**k/sp.factorial(k) for k in range(4))
    verlet_x = x + move
    verlet_p = p - h*(d[0] + new_slope)/2
    assert sp.expand(truncate(flow(x) - verlet_x)) == 0
    assert sp.expand(truncate(flow(p) - verlet_p)) == 0


check_shadow_symbolically()

# ---- Exponential wall in high precision: E = 1, a = 1, v_inf = 1, mu = 2 ----
mp.mp.dps = 130
WALL_START = 260


def wall_run(step, shift):
    """Return energy change and lead in position over the exact path."""
    h = mp.mpf(step)
    x0 = WALL_START + mp.mpf(shift)*h
    x, v, n = x0, mp.mpf(-1), 0
    push = mp.exp(-x)
    e_start = v*v + push
    while x <= WALL_START or v < 0:
        v += h*push/4
        x += h*v
        push = mp.exp(-x)
        v += h*push/4
        n += 1
    exact_x = n*h - x0 - 4*mp.log(2)
    return v*v + push - e_start, x - exact_x


def first_order_residual(step):
    omega_tau = 2*(2*mp.pi/mp.mpf(step))
    return 2*mp.pi*omega_tau**2/mp.sinh(mp.pi*omega_tau/2)


fourier = quad(lambda t: np.cos(t)/np.cosh(t/2)**2, -60, 60, limit=200)[0]
assert abs(fourier - 4*np.pi/np.sinh(np.pi)) < 1e-8

wall_rows = []
for step in ("0.2", "0.15", "0.1"):
    r_zero, lead = wall_run(step, "0")
    r_quarter, _ = wall_run(step, "0.25")
    r_half, _ = wall_run(step, "0.5")
    amplitude = mp.sqrt(r_zero**2 + r_quarter**2)
    assert abs(r_half + r_zero) < amplitude*mp.mpf("1e-3")
    ratio = float(amplitude/first_order_residual(step))
    lead_ratio = float(lead/(mp.mpf(step)**2/12))
    assert abs(lead_ratio - 1) < 0.03
    wall_rows.append((step, amplitude, ratio, lead_ratio))
wall_ratios = [row[2] for row in wall_rows]
assert max(wall_ratios)/min(wall_ratios) < 1.1

# ---- Nickel pair: ZBL universal potential ----
Z = 28
MASS_U = 58.693
LAB_ENERGY = 1000.0
eV = const.e
mass = MASS_U*const.atomic_mass*1e12/eV
mu = mass/2
v_in = np.sqrt(2*LAB_ENERGY/mass)
E_rel = mu*v_in**2/2
bohr = const.physical_constants["Bohr radius"][0]*1e9
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9
screen = 0.88534*bohr/(2*Z**0.23)
weights = np.array([0.18175, 0.50986, 0.28022, 0.02817])[:, None]
decays = np.array([3.19980, 0.94229, 0.40290, 0.20162])[:, None]/screen


def zbl(r):
    """Potential, force and curvature for an array of separations."""
    r = np.atleast_1d(r)
    terms = Z**2*coulomb*weights*np.exp(-decays*r)
    pot = (terms/r).sum(axis=0)
    force = (terms*(1/r**2 + decays/r)).sum(axis=0)
    curv = (terms*(2/r**3 + 2*decays/r**2 + decays**2/r)).sum(axis=0)
    return pot, force, curv


probe, dr = 0.08, 1e-5
up, down, here = zbl(probe+dr), zbl(probe-dr), zbl(probe)
assert abs(-(up[0]-down[0])/(2*dr)/here[1] - 1)[0] < 1e-5
assert abs(-(up[1]-down[1])/(2*dr)/here[2] - 1)[0] < 1e-5


def collide(h, phases, r_start, interaction):
    """Two atoms in the laboratory frame, many step-grid phases at once."""
    x_p = -np.arange(phases)/phases*v_in*h
    x_t = np.full(phases, r_start)
    v_p, v_t = np.full(phases, v_in), np.zeros(phases)
    pot, force, curv = interaction(x_t - x_p)
    e_start = mass*(v_p**2 + v_t**2)/2 + pot
    dip = peak = shadow_dev = 0.0
    n = 0
    while True:
        v_p = v_p - h*force/(2*mass)
        v_t = v_t + h*force/(2*mass)
        x_p = x_p + h*v_p
        x_t = x_t + h*v_t
        pot, force, curv = interaction(x_t - x_p)
        v_p = v_p - h*force/(2*mass)
        v_t = v_t + h*force/(2*mass)
        n += 1
        error = mass*(v_p**2 + v_t**2)/2 + pot - e_start
        second = curv*(v_t - v_p)**2/12 - force**2/(24*mu)
        dip, peak = min(dip, error.min()), max(peak, error.max())
        shadow_dev = max(shadow_dev, np.abs(error + h*h*second).max())
        if (x_t - x_p).min() > r_start and (v_t - v_p).min() > 0:
            break
    return dict(dip=dip, peak=peak, shadow=shadow_dev,
                after=np.abs(error).max(), time=n*h,
                r_end=(x_t - x_p)[0], target=mass*v_t[0]**2/2)


R_START = 2.0
steps = (0.05, 0.1, 0.2, 0.4)
runs = {h: collide(h, 16, R_START, zbl) for h in steps}


def closest(energy):
    return brentq(lambda r: zbl(r)[0][0] - energy, 0.01, 0.5, xtol=1e-15)


r_min = closest(E_rel)
force_turn = zbl(r_min)[1][0]
decay_length = E_rel/force_turn
path = np.linspace(r_min, 0.5, 20001)
pot, force, curv = zbl(path)
speed2 = 2*(E_rel - pot)/mu
peak_coeff = force_turn**2/(24*mu)
dip_coeff = (curv*speed2/12 - force**2/(24*mu)).max()

fine, usual = runs[0.05], runs[0.1]
assert abs(fine["peak"]/(peak_coeff*0.05**2) - 1) < 0.03
assert abs(-fine["dip"]/(dip_coeff*0.05**2) - 1) < 0.03
order_peak = np.log2(usual["peak"]/fine["peak"])
order_shadow = np.log2(usual["shadow"]/fine["shadow"])
assert abs(order_peak - 2) < 0.1
assert abs(order_shadow - 4) < 0.3
assert fine["after"] < 1e-8 and usual["after"] < 1e-8
assert runs[0.2]["after"] < 1e-4*runs[0.2]["peak"]
assert runs[0.4]["after"] > 100*runs[0.2]["after"]
assert abs(usual["target"] - LAB_ENERGY) < 1e-6


# ---- Lead in position: action formula against high-order integration ----
def force_squared_integral(energy):
    turn = closest(energy)

    def integrand(s):
        r = turn + s*s
        u, f, _ = zbl(r)
        return 2*f[0]**2*2*s/np.sqrt(2*(energy - u[0])/mu)
    return quad(integrand, 1e-5, 1.0, epsabs=0, epsrel=1e-8, limit=200)[0]


dE = 0.01*E_rel
slope = (force_squared_integral(E_rel+dE)
         - force_squared_integral(E_rel-dE))/(2*dE)
lead_coeff = v_in*slope/(24*mu)


def true_separation(time):
    sol = solve_ivp(lambda t, y: [y[1], zbl(y[0])[1][0]/mu], (0, time),
                    [R_START, -v_in], method="DOP853", rtol=1e-12,
                    atol=1e-14, max_step=0.5)
    return sol.y[0, -1]


leads = {h: runs[h]["r_end"] - true_separation(runs[h]["time"])
         for h in (0.05, 0.1)}
assert abs(leads[0.05]/(lead_coeff*0.05**2) - 1) < 0.03
assert abs(np.log2(leads[0.1]/leads[0.05]) - 2) < 0.1

# ---- Force jump at a cutoff: first-order residual ----
R_CUT = 0.20
pot_cut, force_cut = zbl(R_CUT)[0][0], zbl(R_CUT)[1][0]


def truncated(r):
    u, f, c = zbl(r)
    inside = r < R_CUT
    return (u - pot_cut)*inside, f*inside, c*inside


cut_rows = []
for h in (0.0125, 0.025, 0.05, 0.1):
    left = collide(h, 80, 0.3, truncated)["after"]
    scaled = left/(force_cut*v_in*h)
    assert 0.4 < scaled < 1.15
    cut_rows.append((h, left, scaled))

# ---- Size of neglected effects, for the same nickel atom ----
LATTICE = 0.352       # nm, rough
COHESION = 4.4        # eV per atom, rough
neighbour = LATTICE/np.sqrt(2)
density = 4/LATTICE**3
v_si = v_in*1e6
v_bohr = const.alpha*const.c
stopping = (8*np.pi*coulomb*bohr*Z**(1/6)*Z**2
            / (2*Z**(2/3))**1.5*v_si/v_bohr*density)
u_n, f_n, c_n = (q[0] for q in zbl(neighbour))
offset_n = 0.1**2*(c_n*2*(E_rel - u_n)/mu/12 - f_n**2/(24*mu))
wavelength = const.hbar/(mu*eV*1e-12*v_si)*1e9
relativity = 0.75*(v_si/const.c)**2*LAB_ENERGY

# ---- Output ----
print(f"Ni mass: {MASS_U} u; lab energy: {LAB_ENERGY:.0f} eV")
print(f"incoming speed: {v_in:.5f} nm/fs")
print(f"relative energy: {E_rel:.1f} eV")
print(f"ZBL screening length: {screen:.5f} nm")
print(f"start separation: {R_START} nm")
print(f"potential at start: {zbl(R_START)[0][0]:.1e} eV")
print(f"closest approach: {r_min:.5f} nm")
print(f"force at closest approach: {force_turn:.0f} eV/nm")
print(f"V/F there: {decay_length:.5f} nm")
print(f"(V/F)/speed: {decay_length/v_in:.3f} fs")
print(f"predicted peak/h^2: {peak_coeff:.3f} eV/fs^2")
print(f"predicted dip/h^2: {-dip_coeff:.3f} eV/fs^2")
for h in steps:
    q = runs[h]
    print(f"h={h} fs: dip {q['dip']:.5f} eV, peak {q['peak']:.5f} eV")
    print(f"  largest error after: {q['after']:.1e} eV")
print(f"order of peak error in h: {order_peak:.3f}")
print(f"shadow energy deviation, h=0.1 fs: {usual['shadow']:.2e} eV")
print(f"order of that deviation in h: {order_shadow:.3f}")
print(f"target energy after, h=0.1 fs: {usual['target']:.6f} eV")
for h in (0.05, 0.1):
    print(f"position lead, h={h} fs: {leads[h]:.4e} nm; "
          f"formula {lead_coeff*h*h:.4e} nm")
print(f"cutoff {R_CUT:.2f} nm, force jump {force_cut:.1f} eV/nm")
for h, left, scaled in cut_rows:
    print(f"cut force, h={h} fs: after {left:.4f} eV, "
          f"over F_c v h {scaled:.3f}")
print("exponential wall: h in a/v_inf, energy in E")
for step, amplitude, ratio, lead_ratio in wall_rows:
    print(f"h={step}: residual {mp.nstr(amplitude, 4)}")
    print(f"  over first-order {ratio:.4f}; lead/formula {lead_ratio:.5f}")
print(f"neighbour distance (rough lattice): {neighbour:.3f} nm")
print(f"pair potential there: {u_n:.3f} eV")
print(f"h^2 H2 there, h=0.1 fs: {offset_n:.2e} eV")
print(f"electronic stopping estimate: {stopping:.0f} eV/nm")
print(f"  loss over neighbour distance: {stopping*neighbour:.1f} eV")
print(f"cohesive energy (rough input): {COHESION} eV/atom")
print(f"relativistic energy correction: {relativity:.1e} eV")
print(f"reduced wavelength/(V/F): {wavelength/decay_length:.1e}")
print("every check passed")
```

Running it gives:

```
Ni mass: 58.693 u; lab energy: 1000 eV
incoming speed: 0.05734 nm/fs
relative energy: 500.0 eV
ZBL screening length: 0.01089 nm
start separation: 2.0 nm
potential at start: 1.3e-15 eV
closest approach: 0.06925 nm
force at closest approach: 24398 eV/nm
V/F there: 0.02049 nm
(V/F)/speed: 0.357 fs
predicted peak/h^2: 81.548 eV/fs^2
predicted dip/h^2: -59.384 eV/fs^2
h=0.05 fs: dip -0.14853 eV, peak 0.20430 eV
  largest error after: 2.5e-11 eV
h=0.1 fs: dip -0.59498 eV, peak 0.82239 eV
  largest error after: 2.7e-11 eV
h=0.2 fs: dip -2.39358 eV, peak 3.37772 eV
  largest error after: 3.7e-07 eV
h=0.4 fs: dip -9.93737 eV, peak 15.43364 eV
  largest error after: 1.9e-01 eV
order of peak error in h: 2.009
shadow energy deviation, h=0.1 fs: 4.79e-03 eV
order of that deviation in h: 4.008
target energy after, h=0.1 fs: 1000.000000 eV
position lead, h=0.05 fs: 3.5435e-05 nm; formula 3.5406e-05 nm
position lead, h=0.1 fs: 1.4204e-04 nm; formula 1.4162e-04 nm
cutoff 0.20 nm, force jump 132.6 eV/nm
cut force, h=0.0125 fs: after 0.0880 eV, over F_c v h 0.927
cut force, h=0.025 fs: after 0.1832 eV, over F_c v h 0.964
cut force, h=0.05 fs: after 0.3702 eV, over F_c v h 0.974
cut force, h=0.1 fs: after 0.7456 eV, over F_c v h 0.981
exponential wall: h in a/v_inf, energy in E
h=0.2: residual 1.533e-38
  over first-order 2.2545; lead/formula 1.00123
h=0.15: residual 1.405e-52
  over first-order 2.2548; lead/formula 1.00069
h=0.1: residual 8.404e-81
  over first-order 2.2551; lead/formula 1.00031
neighbour distance (rough lattice): 0.249 nm
pair potential there: 1.398 eV
h^2 H2 there, h=0.1 fs: 2.41e-03 eV
electronic stopping estimate: 79 eV/nm
  loss over neighbour distance: 19.8 eV
cohesive energy (rough input): 4.4 eV/atom
relativistic energy correction: 2.7e-05 eV
reduced wavelength/(V/F): 1.8e-03
every check passed
```
